# Deriving gamma-matrix contraction identities in d dimensions: a program that tests the result

```python
# Result under test. With {g^mu,g^nu} = 2 eta^{mu nu}, eta^mu_mu = d, C(X) = g^mu X g_mu:
#   C(1)=d, C(g^n)=-(d-2)g^n, C(g^n g^r)=4 eta^{nr}-(4-d)g^n g^r,
#   C(g^n g^r g^s)=-2 g^s g^r g^n+(4-d)g^n g^r g^s.
# C is always computed as an explicit matrix sum. Application: one-loop electron
# mass shift in d=4-eps, dm=(alpha m/4pi)Gamma(eps/2)(4pi mu^2/m^2)^(eps/2) J,
# J=int_0^1 [d-(d-2)x](1-x)^(d-4) dx=(d-1)/(d-3); constant left in MS-bar at mu=m is 4.
# I_d(D)=int d^dl/(2pi)^d (l^2+D)^-2 (Euclidean)=Gamma(2-d/2)D^(d/2-2)/(4pi)^(d/2).
import itertools
from functools import reduce
import numpy as np
import mpmath as mp
from scipy import constants, integrate
from scipy.special import gamma as Gam

rng = np.random.default_rng(1)
s1 = np.array([[0, 1], [1, 0]], complex)
s2 = np.array([[0, -1j], [1j, 0]])
s3 = np.diag([1, -1]).astype(complex)
one = np.eye(2, dtype=complex)
err = lambda A: float(np.abs(A).max())
r = lambda z, n=6: round(float(np.real(z)), n) + 0.0

def gammas(d):
    n = d // 2
    G = [reduce(np.kron, [s3]*j + [s] + [one]*(n-j-1)) for j in range(n) for s in (s1, s2)]
    if d % 2:
        G.append(reduce(np.kron, [s3]*n))
    return [G[0]] + [1j*x for x in G[1:]], np.diag([1.0] + [-1.0]*(d-1))

def make_C(g, eta_up):
    low = np.linalg.inv(eta_up)
    gl = [sum(low[m, n]*g[n] for n in range(len(g))) for m in range(len(g))]
    return lambda X: sum(a @ X @ b for a, b in zip(g, gl))

def fit(target, basis):
    A = np.array([np.concatenate([m.ravel() for m in b]) for b in basis]).T
    y = np.concatenate([m.ravel() for m in target])
    c, _, rank, _ = np.linalg.lstsq(A, y, rcond=1e-10)
    assert err(A @ c - y) < 1e-9
    return c, rank

def check(g, eta, tol):
    d, I, C = len(g), np.eye(len(g[0])), make_C(g, eta)
    P2 = list(itertools.product(range(d), repeat=2))
    P3 = list(itertools.product(range(d), repeat=3))
    assert max(err(g[a]@g[b] + g[b]@g[a] - 2*eta[a, b]*I) for a, b in P2) < tol
    X = rng.normal(size=I.shape) + 1j*rng.normal(size=I.shape)
    assert max(err(C(x@X) - 2*X@x + x@C(X)) for x in g) < 100*tol   # recursion
    C1 = [C(x) for x in g]
    f2 = [g[a]@g[b] for a, b in P2]
    e2 = [eta[a, b]*I for a, b in P2]
    C2 = [C(x) for x in f2]
    f3 = [g[a]@g[b]@g[c] for a, b, c in P3]
    r3 = [g[c]@g[b]@g[a] for a, b, c in P3]
    C3 = [C(x) for x in f3]
    res = [err(C(I) - d*I),
           max(err(u + (d-2)*x) for u, x in zip(C1, g)),
           max(err(u - 4*e + (4-d)*f) for u, e, f in zip(C2, e2, f2)),
           max(err(u + 2*b - (4-d)*f) for u, b, f in zip(C3, r3, f3))]
    assert max(res) < tol
    c1, _ = fit(C1, [g])
    c2, k2 = fit(C2, [e2, f2])
    c3, k3 = fit(C3, [r3, f3])
    assert abs(c1[0] - (2-d)) < 1e-9 and k2 == 2 and err(c2 - np.array([4, d-4])) < 1e-9
    if d == 2:
        assert k3 == 1 and abs(c3.sum()) < 1e-9
    else:
        assert k3 == 2 and err(c3 - np.array([-2, 4-d])) < 1e-9
    four = (max(err(u + 2*x) for u, x in zip(C1, g)),
            max(err(u - 4*e) for u, e in zip(C2, e2)),
            max(err(u + 2*b) for u, b in zip(C3, r3)))
    assert (max(four) < tol) if d == 4 else (min(four) > 0.5)
    return max(res), c1, c2, c3, k3, four

a6 = np.array([3., 1, 2, 0, 1, 1]); b6 = np.array([2., 1, 0, 1, 1, -1]); c6 = np.array([1., 0, 1, 2, -1, 1])
print("all matrix quantities dimensionless; vectors (upper components, first d used):")
print("a =", a6, " b =", b6, " c =", c6)
for d in (2, 3, 4, 5, 6, 8):
    g, eta = gammas(d)
    res, c1, c2, c3, k3, four = check(g, eta, 1e-12)
    C, N = make_C(g, eta), len(g[0])
    eig = []
    for k in range(d+1):
        for S in itertools.combinations(range(d), k):
            Gk = reduce(np.matmul, [np.eye(N)] + [g[i] for i in S])
            lam = np.vdot(Gk, C(Gk))/N
            assert err(C(Gk) - (-1)**k*(d-2*k)*Gk) < 1e-12
        eig.append(int(round(lam.real)))
    # on-shell self-energy numerator acting on a spinor obeying pslash u = m u
    sl = lambda v: sum((eta @ v)[m]*g[m] for m in range(d))
    m0, x0 = 1.3, 0.4
    p = rng.normal(size=d); p[0] = np.sqrt(m0**2 + p[1:] @ p[1:])
    u = (sl(p) + m0*np.eye(N)) @ rng.normal(size=N)
    assert err(C(x0*sl(p) + m0*np.eye(N)) @ u - m0*(d-(d-2)*x0)*u) < 1e-11
    if d not in (2, 4, 6):
        continue
    print(f"d={d}: size {N}x{N}, largest residual {res:.1e}")
    print(f"  fit one gamma {r(c1[0])}; two gammas (eta, fwd) {r(c2[0])}, {r(c2[1])}")
    if k3 == 2:
        print(f"  fit three gammas (rev, fwd) {r(c3[0])}, {r(c3[1])}, rank {k3}")
    else:
        print(f"  fit three gammas rank {k3}, sum of coefficients {r(c3.sum())}")
    print("  eigenvalue of C on k distinct gammas, k=0..d:", eig)
    print("  residuals of the d=4 identities (1,2,3 gammas):", [r(v) for v in four])
    if d > 2:
        G3 = g[0]@g[1]@g[2]
        sg = [int(round((np.vdot(G3, eta[m, m]*g[m]@G3@g[m])/N).real)) for m in range(d)]
        assert sg == [1]*3 + [-1]*(d-3)
        print("  signs of single terms for g0 g1 g2:", sg, "sum", sum(sg))
    a, b, c = a6[:d], b6[:d], c6[:d]
    ab, ac, bc = a@eta@b, a@eta@c, b@eta@c
    V = ab*c - ac*b + bc*a
    F, R = sl(a)@sl(b)@sl(c), sl(c)@sl(b)@sl(a)
    T = (F - R)/2
    assert err((F + R)/2 - sl(V)) < 1e-11 and err(C(F) - (6-d)*T - (2-d)*sl(V)) < 1e-10
    sc, v0 = np.trace(C(sl(a)@sl(b)))/N, np.trace(g[0]@C(F))/N
    assert abs(sc - d*ab) < 1e-11
    print(f"  a.b={r(ab)} a.c={r(ac)} b.c={r(bc)}; tr C(ab)/N={r(sc)}; V={V + 0.0}")
    nT = np.sqrt(np.vdot(T, T).real/N)
    fac = r(np.vdot(T, C(F))/np.vdot(T, T)) if nT > 1e-9 else "undefined"
    print(f"  tr g0 C(abc)/N={r(v0)}; norm T={r(nT, 4)}; factor on T={fac}")

dirac = [np.kron(s3, one)] + [np.kron(1j*s2, s) for s in (s1, s2, s3)]
check(dirac, np.diag([1., -1, -1, -1]), 1e-12)
g, eta = gammas(6)   # skew basis and similarity transform; tolerance allows for rounding
L = np.eye(6) + 0.15*rng.normal(size=(6, 6))
S = np.eye(8) + 0.05*(rng.normal(size=(8, 8)) + 1j*rng.normal(size=(8, 8)))
gs = [S @ sum(L[i, m]*g[m] for m in range(6)) @ np.linalg.inv(S) for i in range(6)]
check(gs, L @ eta @ L.T, 1e-9)

I_d = lambda d, D: Gam(2-d/2)*D**(d/2-2)/(4*np.pi)**(d/2)
D, inf = 1.7, np.inf
assert abs(integrate.quad(lambda l: (l*l+D)**-2, -inf, inf)[0]/(2*np.pi) - I_d(1, D)) < 1e-8
q2 = 4*integrate.dblquad(lambda y, x: (x*x+y*y+D)**-2, 0, inf, lambda x: 0, lambda x: inf)[0]
assert abs(q2/(2*np.pi)**2 - I_d(2, D)) < 1e-7
mp.mp.dps = 30
rad = mp.quad(lambda t: mp.exp(3.5*t)/(mp.exp(2*t)+D)**2, [-40, -5, 0, 5, 20, 60, 150])
assert abs(float(rad)*2*np.pi**1.75/Gam(1.75)/(2*np.pi)**3.5/I_d(3.5, D) - 1) < 1e-8

# Feynman parameter and shift: Euclidean d=3 bubble, k=q+p, weights 1 and k.p/p^2
m, p = 1.0, 1.5
t, w = np.polynomial.legendre.leggauss(60); cs, w = (t+1)/2, w/2
def angular(q):
    Sq = q*q + p*p + m*m
    den = Sq*Sq - (2*q*p*cs)**2
    return w @ (2*Sq/den), w @ ((2*Sq - 4*q*q*cs*cs)/den)
for j in (0, 1):
    direct = integrate.quad(lambda q: angular(q)[j], 0, inf, epsabs=1e-11)[0]/(2*np.pi)**2
    # x = 1-s^2 removes the endpoint singularity
    param = integrate.quad(lambda s: 2*s*(1-s*s)**j*I_d(3, s*s*(m*m+(1-s*s)*p*p)), 0, 1)[0]
    assert abs(direct/param - 1) < 1e-7
    print(f"Euclidean d=3 bubble m={m} p={p} weight x^{j}: direct {direct:.7f}, parameter {param:.7f} (1/mass)")

def J(eps, d_num):   # u = 1-x
    return mp.quad(lambda u: (d_num - (d_num-2)*(1-u))*u**(-eps), [0, 1])
def constant(eps, d_num):
    return mp.gamma(eps/2)*(4*mp.pi)**(eps/2)*J(eps, d_num) - 3*(2/eps - mp.euler + mp.log(4*mp.pi))
for e in (mp.mpf('0.5'), mp.mpf('0.1')):
    assert abs(J(e, 4-e) - (3-e)/(1-e)) < 1e-10
print(f"J at d=3.5 by quadrature: {float(J(mp.mpf('0.5'), mp.mpf('3.5'))):.6f}")
for e in (mp.mpf('1e-2'), mp.mpf('1e-4'), mp.mpf('1e-8')):
    kd, k4 = constant(e, 4-e), constant(e, 4)
    print(f"eps={float(e):.0e}: constant, d-dim numerator {float(kd):.6f}; 4-dim numerator {float(k4):.6f}")
assert abs(kd - 4) < 1e-6 and abs(k4 - 5) < 1e-6   # remainder is O(eps)
pole_term = mp.quad(lambda x: -2*(1-x), [0, 1])
assert abs(kd - k4 - pole_term) < 1e-6
print(f"eps term times pole: {float(pole_term):.6f}")
alpha = constants.alpha
me = constants.physical_constants['electron mass energy equivalent in MeV'][0]*1e3
unit = alpha*me/(4*np.pi)
print(f"1/alpha = {1/alpha:.6f}; electron mass = {me:.4f} keV; alpha m/(4 pi) = {unit:.5f} keV")
print(f"pole minus MS-bar mass at mu=m: {float(kd)*unit:.4f} keV (relative {float(kd)*unit/me:.4e})")
print(f"same with 4-dim numerator: {float(k4)*unit:.4f} keV")
print("verified")
```

Printed output:

```
all matrix quantities dimensionless; vectors (upper components, first d used):
a = [3. 1. 2. 0. 1. 1.]  b = [ 2.  1.  0.  1.  1. -1.]  c = [ 1.  0.  1.  2. -1.  1.]
d=2: size 2x2, largest residual 0.0e+00
  fit one gamma 0.0; two gammas (eta, fwd) 4.0, -2.0
  fit three gammas rank 1, sum of coefficients 0.0
  eigenvalue of C on k distinct gammas, k=0..d: [2, 0, -2]
  residuals of the d=4 identities (1,2,3 gammas): [2.0, 2.0, 2.0]
  a.b=5.0 a.c=3.0 b.c=2.0; tr C(ab)/N=10.0; V=[ 5. -1.]
  tr g0 C(abc)/N=0.0; norm T=0.0; factor on T=undefined
d=4: size 4x4, largest residual 0.0e+00
  fit one gamma -2.0; two gammas (eta, fwd) 4.0, 0.0
  fit three gammas (rev, fwd) -2.0, 0.0, rank 2
  eigenvalue of C on k distinct gammas, k=0..d: [4, -2, 0, 2, -4]
  residuals of the d=4 identities (1,2,3 gammas): [0.0, 0.0, 0.0]
  signs of single terms for g0 g1 g2: [1, 1, 1, -1] sum 2
  a.b=5.0 a.c=1.0 b.c=0.0; tr C(ab)/N=20.0; V=[ 3. -1.  5.  9.]
  tr g0 C(abc)/N=-6.0; norm T=10.7703; factor on T=2.0
d=6: size 8x8, largest residual 0.0e+00
  fit one gamma -4.0; two gammas (eta, fwd) 4.0, 2.0
  fit three gammas (rev, fwd) -2.0, -2.0, rank 2
  eigenvalue of C on k distinct gammas, k=0..d: [6, -4, 2, 0, -2, 4, -6]
  residuals of the d=4 identities (1,2,3 gammas): [2.0, 2.0, 2.0]
  signs of single terms for g0 g1 g2: [1, 1, 1, -1, -1, -1] sum 0
  a.b=5.0 a.c=1.0 b.c=2.0; tr C(ab)/N=30.0; V=[ 9.  1.  9.  9. -4.  8.]
  tr g0 C(abc)/N=-36.0; norm T=22.5389; factor on T=0.0
Euclidean d=3 bubble m=1.0 p=1.5 weight x^0: direct 0.0521388, parameter 0.0521388 (1/mass)
Euclidean d=3 bubble m=1.0 p=1.5 weight x^1: direct 0.0321669, parameter 0.0321669 (1/mass)
J at d=3.5 by quadrature: 5.000000
eps=1e-02: constant, d-dim numerator 4.121304; 4-dim numerator 5.136216
eps=1e-04: constant, d-dim numerator 4.001201; 4-dim numerator 5.001348
eps=1e-08: constant, d-dim numerator 4.000000; 4-dim numerator 5.000000
eps term times pole: -1.000000
1/alpha = 137.035999; electron mass = 510.9990 keV; alpha m/(4 pi) = 0.29674 keV
pole minus MS-bar mass at mu=m: 1.1870 keV (relative 2.3228e-03)
same with 4-dim numerator: 1.4837 keV
verified
```
